# Where RPA first departs from the exact energy of two two-level fragments: a numerical check

```python
"""Two two-level fragments with excitation energies a, b and coupling v*qA*qB.
Result under test (s = a+b, <g|q|e> = 1, <g|q|g> = <e|q|e> = 0):
  exact  E = s/2 - sqrt(s^2/4 + v^2)
  MP2    E = -v^2/s
  RPA    E = (sqrt(a^2 + b^2 + 2ab sqrt(1 - 4v^2/(ab))) - s)/2
They agree at order v^2; RPA - exact = -v^4 (1/(ab s) + 2/s^3) + O(v^6).
If <e|q|e> = dA, dB, the exact energy gains v^3 dA dB/s^2, absent in RPA.
Energies are in hartree (Eh)."""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad


def exact_formula(a, b, v):
    s = a + b
    return s / 2 - np.sqrt(s**2 / 4 + v**2)


def mp2_formula(a, b, v):
    return -v**2 / (a + b)


def rpa_formula(a, b, v):
    root = np.sqrt(max(0.0, 1 - 4 * v**2 / (a * b)))
    return (np.sqrt(a**2 + b**2 + 2 * a * b * root) - a - b) / 2


def pair_model(a, b, levels, dA=0.0, dB=0.0):
    """Uncoupled energies, qA, qB and qA*qB for ladders with given levels.
    levels = 2 is the two-level pair; many levels approach two bosons."""
    ladder = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
    q = ladder + ladder.T
    q_left, q_right = q.copy(), q.copy()
    q_left[1, 1] += dA
    q_right[1, 1] += dB
    n, one = np.arange(levels), np.eye(levels)
    h0 = (a * n[:, None] + b * n[None, :]).ravel().astype(float)
    qA, qB = np.kron(q_left, one), np.kron(one, q_right)
    return h0, qA, qB, qA @ qB


def ground_energy(a, b, v, levels=2, dA=0.0, dB=0.0):
    h0, _, _, w = pair_model(a, b, levels, dA, dB)
    return np.linalg.eigvalsh(np.diag(h0) + v * w)[0]


def perturbation_orders(h0, w):
    """Explicit sums over states for orders 2, 3, 4; state 0 is the ground."""
    assert abs(w[0, 0]) < 1e-14
    r = np.zeros(len(h0))
    r[1:] = 1 / (h0[0] - h0[1:])
    first = r * w[:, 0]
    e2 = w[0] @ first
    e3 = first @ w @ first
    e4 = first @ w @ (r * (w @ first)) - e2 * (first @ first)
    return e2, e3, e4


def ring_frequencies(a, b, v):
    """Eigenvalues of the RPA matrix of excitations and de-excitations."""
    B = np.array([[0.0, v], [v, 0.0]])
    A = np.diag([a, b]) + B
    return np.linalg.eigvals(np.block([[A, B], [-B, -A]]))


def ring_energy(a, b, v):
    w = ring_frequencies(a, b, v).real
    return (w[w > 0].sum() - a - b) / 2


def correlation_exact(a, b, v):
    """-Int du/pi chi_AB(iu) from the exact states at coupling v."""
    h0, qA, qB, w = pair_model(a, b, 2)
    e, c = np.linalg.eigh(np.diag(h0) + v * w)
    tA, tB = c.T @ qA @ c[:, 0], c.T @ qB @ c[:, 0]
    assert abs(tA[0]) < 1e-12 and abs(tB[0]) < 1e-12
    gap, amp = e[1:] - e[0], tA[1:] * tB[1:]

    def chi(u):
        return -np.sum(2 * gap * amp / (gap**2 + u**2))
    return -quad(chi, 0, np.inf, epsabs=1e-11)[0] / np.pi


def correlation_rpa(a, b, v):
    """The same integral with chi from the Dyson equation."""
    kernel = np.array([[0.0, v], [v, 0.0]])

    def chi(u):
        free = np.diag([-2 * a / (a**2 + u**2), -2 * b / (b**2 + u**2)])
        return np.linalg.solve(np.eye(2) - free @ kernel, free)[0, 1]
    return -quad(chi, 0, np.inf, epsabs=1e-11)[0] / np.pi


def adiabatic_connection(correlation, a, b, v):
    x, weight = np.polynomial.legendre.leggauss(20)
    lam = (x + 1) / 2
    values = [correlation(a, b, t * v) for t in lam]
    return v * np.dot(weight / 2, values)


def log_integral(a, b, v):
    def f(u):
        return np.log1p(-4 * a * b * v**2 / ((a**2 + u**2) * (b**2 + u**2)))
    return quad(f, 0, np.inf, epsabs=1e-12)[0] / (2 * np.pi)


def mean_field_minimum(a, b, v):
    """Lowest energy of a product state, scanned over both mixing angles."""
    t = np.linspace(-np.pi, np.pi, 801)
    c = np.array([np.cos(t / 2), np.sin(t / 2)])
    q = np.array([[0.0, 1.0], [1.0, 0.0]])
    amp = np.einsum('in,ij,jn->n', c, q, c)
    pop = c[1]**2
    return np.min(a * pop[:, None] + b * pop[None, :]
                  + v * np.outer(amp, amp))


# Closed forms, response integrals and series for several parameter sets
for a, b, v in [(0.5, 0.8, 0.15), (0.7, 0.7, 0.2), (1.3, 0.3, -0.25)]:
    s = a + b
    ex, rp = exact_formula(a, b, v), rpa_formula(a, b, v)
    assert abs(ground_energy(a, b, v) - ex) < 1e-12
    assert abs(adiabatic_connection(correlation_exact, a, b, v) - ex) < 1e-7
    assert abs(adiabatic_connection(correlation_rpa, a, b, v) - rp) < 1e-7
    assert abs(log_integral(a, b, v) - rp) < 1e-8
    assert abs(ring_energy(a, b, v) - rp) < 1e-10
    assert abs(ground_energy(a, b, v, levels=24) - rp) < 1e-7

    # explicit perturbation sums: two-level pair, then boson pair
    h2, _, _, w2 = pair_model(a, b, 2)
    h3, _, _, w3 = pair_model(a, b, 3)
    two, bos = perturbation_orders(h2, w2), perturbation_orders(h3, w3)
    assert np.isclose(v**2 * two[0], mp2_formula(a, b, v), atol=1e-13)
    assert np.allclose(two, [-1 / s, 0, 1 / s**3], atol=1e-11)
    assert np.allclose(bos, [-1 / s, 0, -1 / (a * b * s) - 1 / s**3],
                       atol=1e-11)
    # Taylor coefficients of the closed forms in w = v^2
    with mp.workdps(40):
        A, B = mp.mpf(a), mp.mpf(b)
        t_ex = mp.taylor(lambda w: (A + B) / 2
                         - mp.sqrt((A + B)**2 / 4 + w), 0, 2)
        t_rp = mp.taylor(lambda w: (mp.sqrt(A**2 + B**2 + 2 * A * B
                         * mp.sqrt(1 - 4 * w / (A * B))) - A - B) / 2, 0, 2)
    assert np.allclose([float(t_ex[1]), float(t_ex[2])],
                       [two[0], two[2]], atol=1e-7)
    assert np.allclose([float(t_rp[1]), float(t_rp[2])],
                       [bos[0], bos[2]], atol=1e-7)

    # effect of deleting each doubly excited boson state from the sums
    effects = []
    for index in (8, 6, 2):          # states (2,2), (2,0), (0,2)
        keep = [i for i in range(9) if i != index]
        cut = perturbation_orders(h3[keep], w3[np.ix_(keep, keep)])
        effects.append(bos[2] - cut[2])
    assert np.allclose(effects, [-2 / s**3, -1 / (a * s**2),
                                 -1 / (b * s**2)], atol=1e-10)
    assert abs(sum(effects) - (bos[2] - two[2])) < 1e-10

    # threshold: soft RPA mode and mean-field instability coincide
    vc = np.sqrt(a * b) / 2
    assert mean_field_minimum(a, b, 0.95 * vc) > -1e-12
    assert mean_field_minimum(a, b, 1.05 * vc) < -1e-5
    assert np.max(abs(ring_frequencies(a, b, 0.95 * vc).imag)) < 1e-10
    assert np.max(abs(ring_frequencies(a, b, 1.05 * vc).imag)) > 1e-2

    # ordering of the three energies, from diagonalizations
    for x in np.linspace(0.05, 0.99, 30) * vc:
        assert (ring_energy(a, b, x) < x**2 * two[0]
                < ground_energy(a, b, x) < 0)

    # third order appears when the excited states carry density
    dA, dB = 0.6, -0.5
    hd, _, _, wd = pair_model(a, b, 2, dA, dB)
    orders_d = perturbation_orders(hd, wd)
    assert abs(orders_d[0] + 1 / s) < 1e-12
    assert abs(orders_d[1] - dA * dB / s**2) < 1e-12
    h = 0.005
    odd = (ground_energy(a, b, h, 2, dA, dB)
           - ground_energy(a, b, -h, 2, dA, dB)) / (2 * h**3)
    assert abs(odd / (dA * dB / s**2) - 1) < 5e-3  # O(h^2) remainder

# Worked example
a, b, v, dA, dB = 0.5, 0.8, 0.15, 0.6, -0.5
s, vc = a + b, np.sqrt(a * b) / 2
kj = sc.physical_constants['Hartree energy'][0] * sc.N_A / 1000
ex = ground_energy(a, b, v)
m2 = mp2_formula(a, b, v)
rp = ring_energy(a, b, v)
freq = np.sort(ring_frequencies(a, b, v).real)[2:]
print(f"excitation energy a = {a:.2f} Eh")
print(f"excitation energy b = {b:.2f} Eh")
print(f"coupling v = {v:.2f} Eh")
print(f"sum s = {s:.2f} Eh")
print(f"RPA threshold v_c = {vc:.6f} Eh")
print(f"RPA frequency, lower = {freq[0]:.6f} Eh")
print(f"RPA frequency, upper = {freq[1]:.6f} Eh")
for name, e in (("exact", ex), ("MP2", m2), ("RPA", rp)):
    print(f"E {name} = {e:.7f} Eh = {e * kj:.3f} kJ/mol")
print(f"MP2 - exact = {m2 - ex:.7f} Eh")
print(f"RPA - exact = {rp - ex:.7f} Eh")
print(f"MP2 error relative to exact = {100 * (m2 / ex - 1):.2f} %")
print(f"RPA error relative to exact = {100 * (rp / ex - 1):.2f} %")

h2, _, _, w2 = pair_model(a, b, 2)
h3, _, _, w3 = pair_model(a, b, 3)
two, bos = perturbation_orders(h2, w2), perturbation_orders(h3, w3)
print(f"v^2 coefficient, all three = {two[0]:.6f} Eh^-1")
print(f"v^4 coefficient, exact = {two[2]:.6f} Eh^-3")
print(f"v^4 coefficient, RPA = {bos[2]:.6f} Eh^-3")
print(f"v^4 coefficient, RPA - exact = {bos[2] - two[2]:.6f} Eh^-3")
print(f"v^4 term of RPA - exact = {(bos[2] - two[2]) * v**4:.7f} Eh")
for label, index in (("(2,2)", 8), ("(2,0)", 6), ("(0,2)", 2)):
    keep = [i for i in range(9) if i != index]
    cut = perturbation_orders(h3[keep], w3[np.ix_(keep, keep)])
    print(f"spurious v^4 part via {label} = {bos[2] - cut[2]:.6f} Eh^-3")
ratio = (bos[2] - two[2]) / (-two[2])
assert abs(ratio - (2 + s**2 / (a * b))) < 1e-10
print(f"leading error ratio RPA/MP2 = {ratio:.4f}")
print(f"actual error ratio RPA/MP2 at v = {(rp - ex) / (m2 - ex):.4f}")

print("scan: v/Eh, (RPA-exact)/v^4, (MP2-exact)/v^4 in Eh^-3")
for x in (0.02, 0.05, 0.10, 0.15, 0.20, 0.30):
    e = ground_energy(a, b, x)
    print(f"  {x:.2f}  {(ring_energy(a, b, x) - e) / x**4:.4f}"
          f"  {(mp2_formula(a, b, x) - e) / x**4:.4f}")
err = [abs(ring_energy(a, b, x) - ground_energy(a, b, x))
       for x in (0.01, 0.02)]
slope = np.log2(err[1] / err[0])
assert abs(slope - 4) < 0.02
print(f"power of v in RPA error, v = 0.01 to 0.02 Eh: {slope:.4f}")

print(f"at v_c: E exact = {ground_energy(a, b, vc):.6f} Eh")
print(f"at v_c: E MP2 = {mp2_formula(a, b, vc):.6f} Eh")
print(f"at v_c: E RPA = {rpa_formula(a, b, vc):.6f} Eh")

hd, _, _, wd = pair_model(a, b, 2, dA, dB)
third = perturbation_orders(hd, wd)[1]
print(f"excited-state densities dA = {dA:.1f}, dB = {dB:.1f} (no unit)")
print(f"v^3 coefficient with dA, dB = {third:.6f} Eh^-2")
print(f"v^3 term with dA, dB = {third * v**3:.7f} Eh")
print(f"E exact with dA, dB at +v = {ground_energy(a, b, v, 2, dA, dB):.7f} Eh")
print(f"E exact with dA, dB at -v = {ground_energy(a, b, -v, 2, dA, dB):.7f} Eh")
print("OK")
```

It prints:

```
excitation energy a = 0.50 Eh
excitation energy b = 0.80 Eh
coupling v = 0.15 Eh
sum s = 1.30 Eh
RPA threshold v_c = 0.316228 Eh
RPA frequency, lower = 0.415842 Eh
RPA frequency, upper = 0.846803 Eh
E exact = -0.0170832 Eh = -44.852 kJ/mol
E MP2 = -0.0173077 Eh = -45.441 kJ/mol
E RPA = -0.0186774 Eh = -49.038 kJ/mol
MP2 - exact = -0.0002245 Eh
RPA - exact = -0.0015942 Eh
MP2 error relative to exact = 1.31 %
RPA error relative to exact = 9.33 %
v^2 coefficient, all three = -0.769231 Eh^-1
v^4 coefficient, exact = 0.455166 Eh^-3
v^4 coefficient, RPA = -2.378243 Eh^-3
v^4 coefficient, RPA - exact = -2.833409 Eh^-3
v^4 term of RPA - exact = -0.0014344 Eh
spurious v^4 part via (2,2) = -0.910332 Eh^-3
spurious v^4 part via (2,0) = -1.183432 Eh^-3
spurious v^4 part via (0,2) = -0.739645 Eh^-3
leading error ratio RPA/MP2 = 6.2250
actual error ratio RPA/MP2 at v = 7.1016
scan: v/Eh, (RPA-exact)/v^4, (MP2-exact)/v^4 in Eh^-3
  0.02  -2.8382  -0.4550
  0.05  -2.8636  -0.4538
  0.10  -2.9609  -0.4499
  0.15  -3.1491  -0.4434
  0.20  -3.4886  -0.4348
  0.30  -6.1182  -0.4123
power of v in RPA error, v = 0.01 to 0.02 Eh: 4.0018
at v_c: E exact = -0.072842 Eh
at v_c: E MP2 = -0.076923 Eh
at v_c: E RPA = -0.178301 Eh
excited-state densities dA = 0.6, dB = -0.5 (no unit)
v^3 coefficient with dA, dB = -0.177515 Eh^-2
v^3 term with dA, dB = -0.0005991 Eh
E exact with dA, dB at +v = -0.0180830 Eh
E exact with dA, dB at -v = -0.0167537 Eh
OK
```
